\section*{Why an absorbing switched semiconductor wall cannot amplify a resonant cavity mode}

\section{What symmetry allows}

A cavity mode of angular frequency $\omega$ has a mirror at one end. A semiconductor slab of thickness $d$ lies on this mirror, and light pulses make its inner face conducting. Between pulses the field reaches the mirror. During a pulse it should stop at the slab face, as though the wall had moved by $d$. Pulses repeated at $2\omega$ then seem to give parametric resonance.

Dimensions and symmetry fix the form of the growth rate. Let $a$ be the slowly varying complex amplitude of the mode. If the wall did not change in time, a shift of the time origin would multiply $a$ by a phase, and a linear equation for $\dot a$ could contain $a$ but not $a^*$. Pulses at $2\omega$ leave only shifts by $\pi/\omega$, which change the sign of both $a$ and $a^*$, so both may appear. The coefficients are frequencies. For a thin slab they are proportional to $\omega$ and to the small fractional frequency shift $\epsilon$ caused by the full displacement. With the pulses tuned to the mean shifted mode, the most favourable phase therefore has the rate
\begin{equation}
\lambda=\epsilon\omega(\kappa-\gamma).
\label{form}
\end{equation}
The numbers $\kappa$ (phase-sensitive coupling) and $\gamma$ (mean absorption) depend only on the waveform of the dimensionless conductance. The ideal moving wall has $\gamma=0$. For a real sheet $\kappa$ and $\gamma$ come from the same carriers, and energy conservation links them.

\section{The field at a conducting sheet}

SI units and the time factor $e^{-i\omega t}$ are used. The electric field is parallel to the wall, $E=-\dot A$, and $A(z,t)$ multiplies a fixed transverse pattern of wavenumber $k_t$. The perfect mirrors are at $z=0$ and $z=L$. A sheet at $z=d$ has conductance $G(t)\ge0$ and surface current $J=GE$. Thus
\begin{equation}
A''-k_t^2A-\frac{\ddot A}{c^2}=-\mu_0J\,\delta(z-d),
\end{equation}
where primes are $z$ derivatives. The slab's bound permittivity is constant, and it is omitted here. Its effect is small at the mode frequency, but not for conductance changes that last only a few picoseconds.

Integrating across the sheet gives
\begin{equation}
A'(d^+)-A'(d^-)=-\mu_0J=\mu_0G\dot A_s,
\label{jump}
\end{equation}
with $A_s=A(d,t)$. At the mode frequency the gap is much thinner than a wavelength. If the conductance also changes slowly compared with the time light takes to cross the gap and return, the field in the gap is nearly linear and $A'(d^-)=A_s/d$. We call this the linear-gap model. On the cavity side the mode is $Q(t)\sin k_zz$, with $k_z=\pi/L$, and its slope near the wall is $k_zQ$. Define $b$ by $A_s=k_zd\,b$. Dividing (\ref{jump}) by $k_z$ gives
\begin{equation}
\tau_m\dot b=Q-b,\qquad \tau_m=\mu_0Gd.
\label{lag}
\end{equation}
Without conductance $b=Q$. With very high conductance $\dot b=0$: the sheet holds the flux already behind it, and does not set that flux to zero.

To find the effect on the mode, extend the cavity-side field smoothly to $z=0$. Its value there is
\begin{equation}
A(0)=A_s-dk_zQ=-k_zd(Q-b).
\end{equation}
Project the wave equation on $\sin k_zz$, using $Q=(2/L)\int_0^L A\sin k_zz\,dz$. Two integrations by parts give
\begin{equation}
\int_0^L A''\sin k_zz\,dz=k_zA(0)-k_z^2\int_0^L A\sin k_zz\,dz,
\end{equation}
because $A(L)=0$ and the sine vanishes at both ends. Multiplying by $2c^2/L$, and writing $k^2=k_z^2+k_t^2$ and $\omega=ck$, we obtain
\begin{equation}
\ddot Q+\omega^2Q=\frac{2c^2k_z}{L}A(0)=-2\epsilon\omega^2(Q-b),
\label{mode}
\end{equation}
\begin{equation}
\epsilon=\eta\frac dL,\qquad \eta=\frac{k_z^2}{k^2}.
\end{equation}
This is the leading order in $\epsilon$, with one resonant mode. Setting $b=0$ gives the squared frequency $\omega^2(1+2\epsilon)$, so the fractional shift is $\epsilon$, as for a wall displaced by $d$.

The reduction was compared with a field calculation using 99 cavity modes, $d/L=0.01$ and $\omega\tau_m=\exp(\cos2\omega t)$. The full field gave $\gamma=0.521$ and $\kappa=0.231$; the reduced equations gave $0.515$ and $0.230$. In this grid the gap is a single cell, so the field in it is linear by construction. With exact wave solutions on both sides of the sheet the values are $0.522$ and $0.234$, within 1.5 per cent of the reduced ones.

\section{Where the ideal wall gets its energy}

Equations (\ref{lag}) and (\ref{mode}) describe an oscillator $Q$ joined by a spring to a point $b$, which is held by a dashpot. Light changes the friction of the dashpot. The energy, in scaled units, is
\begin{equation}
H=\tfrac12\dot Q^2+\tfrac12\omega^2Q^2+\epsilon\omega^2(Q-b)^2.
\end{equation}
Differentiate and insert (\ref{mode}), then (\ref{lag}):
\begin{align}
\dot H&=\dot Q(\ddot Q+\omega^2Q)+2\epsilon\omega^2(Q-b)(\dot Q-\dot b)\nonumber\\
&=-2\epsilon\omega^2(Q-b)\dot b
=-2\epsilon\omega^2\tau_m\dot b^2\le0.
\label{passive}
\end{align}
No term contains $\dot G$. Changing the conductance does no work on the field; it only changes how fast energy is lost.

The ideal displacement instead imposes $Q-b=m(t)Q$, where $m$ runs between 0 and 1. Its energy is $H_m=\frac12\dot Q^2+\frac12\omega^2(1+2\epsilon m)Q^2$, and the equation of motion gives
\begin{equation}
\dot H_m=\epsilon\omega^2\dot m\,Q^2.
\end{equation}
Switching on now inserts a stretched spring, which costs work. Growth follows if $Q^2$ is larger at switch-on than at switch-off. A real ohmic sheet grips the point $b$ where it already is, so the spring is inserted unstretched. When the sheet dies, the mode loses the energy of any extension acquired meanwhile. This energy is mostly dissipated if the conductance falls slowly compared with the time light takes to cross the gap; if the conductance vanishes much faster, most of it goes into other cavity modes.

The sign does not depend on the thin-sheet approximation. For fixed perfect walls and fixed bound permittivity, Poynting's theorem gives the rate of change of the total field energy as $-\int\mathbf J\cdot\mathbf E\,dV$. With $\mathbf J=\sigma(\mathbf r,t)\mathbf E$ and $\sigma\ge0$ this cannot be positive.

\section{The gain and the loss from one response}

Write the mode as
\begin{equation}
Q=\tfrac12\left(ae^{-i\omega t}+a^*e^{i\omega t}\right),\quad
\dot Q=\tfrac12\left(-i\omega ae^{-i\omega t}+i\omega a^*e^{i\omega t}\right).
\end{equation}
These two definitions are compatible if $\dot ae^{-i\omega t}+\dot a^*e^{i\omega t}=0$. Differentiating $\dot Q$ and using this condition gives $\ddot Q+\omega^2Q=-i\omega\dot ae^{-i\omega t}$.

Let the periodic solution of (\ref{lag}) for a drive $Q=e^{-i\omega t}$ be $Q-b=D(t)e^{-i\omega t}$. The function $D$ has the pulse period $\pi/\omega$. For the real mode, (\ref{mode}) becomes
\begin{equation}
\dot a=-i\epsilon\omega\left(Da+D^*e^{2i\omega t}a^*\right).
\end{equation}
Averaging over one pulse period, which is justified for small $\epsilon$, gives
\begin{equation}
\dot a=-i\epsilon\omega\left(D_0a+D_{-1}^*a^*\right),
\end{equation}
where $D_0=\langle D\rangle$ and $D_{-1}=\langle De^{-2i\omega t}\rangle$. Set $D_0=\rho-i\gamma$ and $\kappa=|D_{-1}|$. The term in $\rho$ is a mean frequency shift; tuning the pulses to $2\omega(1+\epsilon\rho)$ removes it. With $a=re^{i\phi}$ the rest is
\begin{equation}
\frac{\dot r}{r}=-\epsilon\omega\left[\gamma+\mathrm{Re}\left(iD_{-1}^*e^{-2i\phi}\right)\right].
\label{phase}
\end{equation}
The last term runs from $-\kappa$ to $\kappa$ as $\phi$ varies. At its extremes the corresponding imaginary part vanishes, so $\phi$ stays constant. The most favourable value gives (\ref{form}).

Now apply (\ref{passive}) over one pulse period. At fixed $a$, $Q-b$ changes only its sign over the period, so the spring energy returns to its initial value. To first order in $\epsilon$ the change of $H$ is therefore that of $\omega^2r^2/2$. It cannot be positive for any $\phi$, so the bracket in (\ref{phase}) is never negative:
\begin{equation}
\kappa\le\gamma,\qquad \lambda\le0.
\label{bound}
\end{equation}
Equality needs a phase with no absorption. With finite positive $G$ over an interval, zero absorption would require $\dot b=0$, hence $Q=b=$ constant there, which an oscillating mode does not satisfy. The best phase then decays. Among 25 random smooth waveforms tested, the largest $\kappa/\gamma$ was 0.73.

\section{Sudden switching: exact cancellation}

Let the sheet be a perfect conductor for $0<u<\theta$, with $u=\omega t$ and $\theta<\pi$, and absent for the rest of the period. For the drive $e^{-iu}$ the trapped value is $b=1$, so $D=1-e^{iu}$ during the pulse and zero afterwards. Then
\begin{equation}
\gamma=-\frac1\pi\,\mathrm{Im}\int_0^\theta(1-e^{iu})\,du=\frac{1-\cos\theta}{\pi}.
\end{equation}
The coupling is
\begin{align}
D_{-1}&=\frac1\pi\int_0^\theta(e^{-2iu}-e^{-iu})\,du\nonumber\\
&=\frac1{2\pi i}\left[1-e^{-2i\theta}-2+2e^{-i\theta}\right]
=-\frac{(1-e^{-i\theta})^2}{2\pi i}.
\end{align}
Since $|1-e^{-i\theta}|^2=2(1-\cos\theta)$,
\begin{equation}
\kappa=\frac{1-\cos\theta}{\pi}=\gamma .
\end{equation}
The ideal wall has $D=1$ during the pulse, hence $\gamma=0$ and $\kappa=|\sin\theta|/\pi$. For $\theta=1.10$ its gain coefficient is 0.284. The real sheet has $\kappa=\gamma=0.174$ and no net gain.

The neutral phase has a crest of $Q$ midway through the pulse. Then $Q$ has the same value at switch-off as at switch-on, and the spring is released unstretched. At other phases the trapped flux at switch-off differs from the flux the cavity field would set up, and in the linear-gap model the spring energy of this difference is dissipated. In this model, perfect conduction and instant switching thus remove the loss at one phase without creating gain there.

\section{Why an instantaneous complex displacement misleads}

For constant $G$, (\ref{lag}) gives $b=Q/(1-iy)$ with $y=\omega\tau_m$, and
\begin{equation}
D_{\rm st}=1-\frac1{1-iy}=\frac{-iy}{1-iy}=\frac{y(y-i)}{1+y^2}.
\label{static}
\end{equation}
The real part is the displacement as a fraction of $d$. The absorptive part $y/(1+y^2)$ reaches $1/2$ at $y=1$. In this static response, a conductance that varies continuously from very low to very high values must pass this maximum.

It is tempting to insert the decaying $y(t)$ into (\ref{static}). Consider $y=y_0e^{-t/\tau_r}$ with $\omega\tau_r\ll1$. Using $dt=-\tau_r\,dy/y$, the averages over a pulse period are
\begin{align}
\gamma_{\rm st}&=\frac{\omega\tau_r}{\pi}\int_0^{y_0}\frac{dy}{1+y^2}=\frac{\omega\tau_r}{\pi}\arctan y_0,\\
\rho_{\rm st}&=\frac{\omega\tau_r}{\pi}\int_0^{y_0}\frac{y\,dy}{1+y^2}=\frac{\omega\tau_r}{2\pi}\ln(1+y_0^2).
\end{align}
The factor $e^{-2i\omega t}$ hardly changes during so short a pulse, so $\kappa_{\rm st}\simeq(\gamma_{\rm st}^2+\rho_{\rm st}^2)^{1/2}>\gamma_{\rm st}$. For sufficiently short pulses with $y_0$ not small, this frozen response predicts growth even though it includes absorption. Its fault is a lack of memory: it lets the displacement appear at once, whereas (\ref{lag}) keeps $b$ continuous. After a sudden pulse $Q-b$ must build up from its small earlier value as $Q$ changes. A short-lived sheet dies before much displacement has developed.

\section{Carriers must be set in motion}

Ohm's law hides the acceleration of the carriers, so inertia could seem to restore the gain. Let $n$ carriers per area have charge $q$, mass $m_c$, mean drift $v$ and collision time $\tau_c$. They are created at rate $g$ and removed at rate $r_d$ per area. Suppose the light gives new carriers no mean drift. Momentum balance is
\begin{equation}
\frac{d(nv)}{dt}=\frac{nqE}{m_c}-\frac{nv}{\tau_c}-r_dv.
\end{equation}
Because $\dot n=g-r_d$, this means $n\dot v=nqE/m_c-nv/\tau_c-gv$. The drift energy $K=\frac12m_cnv^2$ then changes as
\begin{align}
\dot K&=\tfrac12m_c(g-r_d)v^2+m_cvn\dot v\nonumber\\
&=JE-\frac{m_cnv^2}{\tau_c}-\tfrac12m_c(g+r_d)v^2,
\end{align}
with $J=nqv$. The field loses $JE$, so field plus drift energy cannot increase, even without collisions.

The lossless displacement uses another law, $J=-(nq^2/m_c)A$. It means $v=-qA/m_c$ for every carrier, including those just created. Then $\dot v=qE/m_c$, and without collisions
\begin{equation}
\dot K=JE+\tfrac12m_c(g-r_d)v^2.
\end{equation}
The term in $g$ is energy brought in by newborn carriers that already carry the screening current. This is the missing source of parametric gain.

Both laws were integrated without collisions. With $\nu=\mu_0dnq^2/m_c$, the second law and (\ref{jump}) give $Q-b=\nu b$, so the displacement fraction is $\nu/(1+\nu)$. For $\epsilon=0.01$ and $\nu=2(1+0.9\cos2u)$, carriers born drifting gave growth of 0.00137 per radian of $u$, against 0.00139 from the ideal displacement formula. With carriers born at rest, the largest factor per pulse period among 13 tunings was 0.998, which is decay.

\section{A picosecond wall at 2.5 GHz}

Take $L=93$ mm, $d=0.60$ mm and $\eta=0.416$. Then $\epsilon=0.416\times0.60/93=0.00268$, and $\epsilon\omega=42.1\ \mu{\rm s}^{-1}$. Each pulse creates $3\times10^{15}$ electron-hole pairs per cm$^2$, with a summed mobility of 400 cm$^2$/Vs. The added conductance is $G=eN\mu=0.192$ S, which gives $y=\mu_0G\omega d=2.28$. Pulses arrive every 200 ps, and carriers left from earlier pulses are included. The ideal column keeps only the real part of (\ref{static}) with the decaying $y(t)$ inserted; the frozen column keeps both parts. The last column uses the linear-gap model (\ref{lag}). Only the lifetime varies in the table; amplitude rates are in $\mu{\rm s}^{-1}$. In silicon, light takes about 14 ps to cross the slab and return, so the best-phase losses at 3 and 10 ps are estimates. With waves in the slab and in a lossless cavity, the loss depends on how close the harmonics lie to other modes: for lengths within half a millimetre of 93 mm it runs from about 0.0005 to 0.003 at 3 ps and from about 0.06 to 0.08 at 10 ps. The values at 30 and 100 ps shift by up to about 3 and 1 per cent. Poynting's theorem still excludes growth.

\begin{center}
\begin{tabular}{rrrr}
Lifetime (ps) & Ideal & Frozen & Best phase with memory\\
3 & 0.57 & 0.16 & $-0.0011$\\
10 & 1.88 & 0.20 & $-0.071$\\
30 & 4.88 & $-2.4$ & $-1.8$\\
100 & 5.97 & $-13.9$ & $-14.9$
\end{tabular}
\end{center}

At 10 ps, $\gamma=0.03385$ and $\kappa=0.03217$. The phase-averaged loss is $42.1\times0.03385=1.43\ \mu{\rm s}^{-1}$. The best phase cancels most of it but still decays at $42.1\times0.00168=0.071\ \mu{\rm s}^{-1}$. The frozen response has the wrong sign at 3 and 10 ps. Over the range of the table, shortening the lifetime at fixed conductance per pulse brings the best phase nearer to neutrality, not into growth.

For the ideal wall, $\dot a=\lambda a^\dagger$ in a suitable phase convention, so $a(t)=a\cosh\lambda t+a^\dagger\sinh\lambda t$ and the vacuum yields $\sinh^2\lambda t$ photons. A train of 5000 pulses lasts 1.00 $\mu$s and would give $\sinh^2(1.88)\simeq10$ photons. With the ohmic sheet in the linear-gap model, a classical signal at the best phase keeps a fraction $e^{-2\times0.071}=0.87$ of its energy.

These inputs are rough values for radiation-damaged silicon at 300 K, with the lifetime assumed not to depend on carrier density. Heating would break the assumption of fixed material properties. Without heat removal from the 10 $\mu$m carrier layer, each pulse adds 0.47 K and the train about 2300 K, so the full train is a calculation at fixed material properties, not an operating proposal. Changed mobility and lifetime would alter the rates, but not the sign while the response stays passive. Ordinary wall loss adds $\omega/(2\times\text{quality factor})$; a quality factor of $10^4$ would add $0.79\ \mu{\rm s}^{-1}$, eleven times the best-phase loss at 10 ps. At 2.5 GHz the layer is 0.14 of its skin depth, and $\omega\tau_c$ is about $5\times10^{-4}$. The collision time itself, about 0.03 ps, is also short compared with the lifetimes in the table. The time scale for the field to diffuse through the layer, $\mu_0G$ times the layer thickness, is 2.4 ps. This is comparable with a 3 ps lifetime, but in the linear-gap model spreading the conductance evenly over the layer changes the best-phase losses at 3 and 10 ps by only about one per cent.

\section{Noise, and ways around the bound}

A warm sheet also emits. In the classical limit its noise adds a random term to $\dot b=-M\,\partial H/\partial b$, where $M=1/(2\epsilon\omega^2\tau_m)$. Thermal noise has strength $2Mk_BT$. The probability current along $b$ is
\begin{equation}
-M\left(P\frac{\partial H}{\partial b}+k_BT\frac{\partial P}{\partial b}\right),
\end{equation}
which vanishes for $P\propto e^{-H/k_BT}$ at every $M$. The motion of $Q$ and $\dot Q$ conserves $H$ at fixed $b$ and also preserves this distribution. Since $H$ does not contain $G$, switching leaves the thermal state unchanged. A covariance calculation with $\epsilon=0.1$ and $y=\exp(\cos2u)$ gave a mode energy of $1.000\,k_BT$. At 300 K this is about 2500 photons. A colder mode can therefore gain photons from the sheet, but this is heating, not parametric growth.

The bound (\ref{bound}) can fail if the pulses modulate the bound permittivity, create carriers with a suitable drift, or produce an active medium. The first route can be sized. A change $\Delta\varepsilon_r$ in a layer of thickness $h$ at $z=d$ shifts the frequency by the fraction $-\Delta\varepsilon_r h(k_zd)^2/L$, since the squared field there is $(k_zd)^2$ of its maximum and the mode's mean is one half. An on-off waveform has a first harmonic of at most $1/\pi$. For $h=10\ \mu$m and a deliberately large $\Delta\varepsilon_r=1$, the gain is at most $0.00022\ \mu{\rm s}^{-1}$. This is about 0.3 per cent of the estimated best-phase loss at 10 ps, and about a fifth of the tabulated loss at 3 ps, which is itself uncertain by a factor of two to three. Against the sheet losses in the table, growth by this route would need a stronger permittivity change or a layer placed where the electric field is larger, together with sufficiently low absorption. The numerical output lists the remaining sizes.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (dimensionless)
field calculation: gamma 0.5209, kappa 0.2312
reduced model:     gamma 0.5153, kappa 0.2303
sudden switching: on-phase 1.10 rad
  gamma 0.1741, kappa 0.1741
  closed form 0.1739, ideal wall 0.2837
largest kappa/gamma, 25 random waveforms: 0.7261
born drifting: growth 0.001372 per radian
ideal displacement: growth 0.001389 per radian
born at rest: largest Floquet multiplier 0.99826749
switched mode energy / k_B T: 1.000000
EXAMPLE INPUTS (material values are rough)
frequency 2.50 GHz, length 93.0 mm
slab 0.60 mm, carrier depth 10.0 um
pairs per pulse 3.00e+15 cm^-2
summed mobility 400 cm^2/Vs
temperature 300 K, pump photon 1.55 eV
relative permittivity 11.7
heat capacity 1.60 J/(cm^3 K)
Auger coefficient 4.0e-31 cm^6/s
conductivity mass 0.26 m_e
density-of-states mass 1.08 m_e
EXAMPLE RESULTS
pulse period 200.0 ps, eta 0.4157
ideal fractional frequency shift 0.002682
sheet conductance 0.1923 S, y per pulse 2.277
amplitude rates in 1/us; positive means growth
lifetime/ps   ideal   frozen response   true best phase
       3     0.57463        0.16470         -0.001136
      10     1.88151        0.19750         -0.070752
      30     4.88445       -2.44948         -1.844560
     100     5.97217      -13.85914        -14.869353
10 ps: gamma 0.033852, kappa 0.032173
10 ps: phase-averaged loss 1.42597 1/us
train: 5000 pulses, 1.000 us
ideal photons from vacuum 10.275
real best-phase energy factor 0.86805
quality factor needed by ideal gain 4174
thermal photons at the sheet temperature 2500
NEGLECTED EFFECTS
carrier inertia, omega*collision time 4.64e-04
carrier depth / skin depth 0.138
slab permittivity correction 0.00385
third-harmonic cavity feedback 0.0001
carrier density / band density 0.107
Auger lifetime 278 ns
diffusion in 10 ps 0.0719 um
heating per pulse 0.466 K
heating per train without heat removal 2328 K
bound-permittivity gain, unit change 0.000221 1/us
\end{verbatim}
